Far-Field Radiative Conductivity of a 2 nm Pore and Its Limits

A porous organosilicate film between the metal lines of a chip keeps the capacitance between them low, because part of its volume is empty and this lowers its permittivity. The same pores obstruct the heat that the lines must lose. Conduction through the solid has to go around a pore, but thermal radiation can cross it. Does that radiation matter when the pore is 2 nm wide and the film is at 300 K?

**A quick estimate**

Treat the pore as a vacuum gap of width d between two parallel black walls. A black wall at temperature T emits σT⁴ per unit area, where σ is the Stefan–Boltzmann constant. If the walls differ by a small ΔT, the net heat flux q is the change of σT⁴ over that difference:

q ≈ 4σT³ΔT.

The conductivity k is defined as the heat flux divided by the temperature gradient ΔT/d. Hence

k_far = 4σT³d.

With T³ = 2.7 × 10⁷ K³, the conductance per unit area is

h_far = 4σT³ = 4 × 5.670 × 10⁻⁸ × 2.7 × 10⁷ = 6.124 W/(m² K),

and multiplication by 2 × 10⁻⁹ m gives

k_far = 1.2 × 10⁻⁸ W/(m K).

Set beside a rough film conductivity of 0.3 W/(m K), this is smaller by a factor of about 4 × 10⁻⁸. Besides black walls, the estimate rests on three assumptions: a small temperature difference, flat walls, and radiation that behaves as it does in a large cavity. Within the far-field picture, the first has a negligible effect and the second changes the result by a factor of order one. The third fails by far more.

**Black exchange derived**

Each electromagnetic mode of angular frequency ω has mean thermal energy

Θ(ω,T) = ħω/[exp(ħω/k_BT) − 1].

The zero-point energy is omitted because it is the same on both sides and carries no net heat. In a large cavity there are ω²/(π²c³) modes per unit volume and frequency, counting both polarizations. Half of the radiation travels towards a given wall, and its mean velocity component along the normal is c/2. The flux onto the wall is therefore c/4 times the energy density:

q_black = ∫₀^∞ dω ω²Θ/(4π²c²).

A black wall absorbs all of this, and in equilibrium it must emit as much. With x = ħω/k_BT,

q_black = (k_BT)⁴/(4π²c²ħ³) ∫₀^∞ x³ dx/(eˣ − 1).

Expanding 1/(eˣ − 1) as the sum of e⁻ⁿˣ over n ≥ 1 turns the integral into the sum of 6/n⁴, which is 6π⁴/90 = π⁴/15. Thus q_black = σT⁴ with σ = π²k_B⁴/(60ħ³c²).

Now let the walls have temperatures T₁ = T + ΔT/2 and T₂ = T − ΔT/2. The difference of fourth powers factorizes:

T₁⁴ − T₂⁴ = (T₁ − T₂)(T₁ + T₂)(T₁² + T₂²)
= ΔT · 2T · [2T² + (ΔT)²/2]
= 4T³ΔT[1 + (ΔT/2T)²].

The bracket is the whole correction for a finite temperature difference. Even a drop of 10 K across the pore, chosen deliberately large, changes the flux by a fraction (10/600)² = 2.8 × 10⁻⁴.

In this formula h_far does not depend on d, because parallel black walls exchange the same power at any separation. The conductivity grows with d only because the same ΔT then represents a weaker gradient. At fixed d it grows as T³: at 400 K it is 2.9 × 10⁻⁸ W/(m K).

**A spherical pore**

Let the pore be a black sphere of radius R = d/2, with wall temperature T + Gz, where G is a small gradient and z is the height above the centre. A chord joining two wall elements meets both normals at the same angle θ and has length s = 2R cos θ. The fraction of the emission from one element that reaches an element dA₂ is

cos²θ dA₂/(πs²) = dA₂/(4πR²).

It is the same for all pairs of elements. Each ray from the upper to the lower hemisphere crosses the midplane once, so the net power through the midplane is

P = 4σT³G/(4πR²) ∫∫ (z₁ − z₂) dA₁ dA₂,

with element 1 above and element 2 below. Each hemisphere has area 2πR² and mean height ±R/2. The double integral is therefore (2πR²)²R = 4π²R⁵, and P = 4σT³GπR³. Division by the midplane area πR² and by G gives

k_sphere = 4σT³R = 4σT³(d/2).

For 2 nm this is 6.1 × 10⁻⁹ W/(m K), half the slab value. Here G is the gradient along the pore wall, which need not equal the gradient far away in the film. Shape changes the estimate by a factor of order one.

**Where the far-field picture fails**

The length that characterizes thermal radiation is ħc/(k_BT), which is 7.63 μm at 300 K. The pore is smaller by a factor of 2.6 × 10⁻⁴. Fields that cling to a wall and die out within a small fraction of a wavelength do not reach a distant wall, but they easily span 2 nm. The cavity mode count leaves them out.

To include them, sort the fields by frequency, polarization and wavevector Q along the wall. Flat, uniform walls conserve all three. Each combination is a one-dimensional channel. In a channel, the density of states dk_z/(2π) times the group velocity dω/dk_z gives dω/(2π), so a thermal source sends out the power Θ dω/(2π). A fraction τ of it is absorbed by the other wall. There are Q dQ/(2π) channels per unit area, and therefore

h = (1/4π²) ∫₀^∞ dω (∂Θ/∂T) ∫₀^∞ Q dQ Σ τ(ω,Q),

where the sum runs over the two polarizations.

Waves with Q < ω/c propagate in the gap. If τ = 1 for these and τ = 0 for the rest, the Q integral with its sum is 2 × ω²/(2c²) = ω²/c². This returns the temperature derivative of q_black, which is 4σT³. The far-field formula thus makes a definite choice of τ.

For Q > ω/c the field in the gap is evanescent: it varies as exp(±κz) with κ² = Q² − ω²/c². Its transmission follows from three steps. Take first the polarization with the electric field along the wall, for which the field ψ and its slope ψ′ are continuous. The energy flux is proportional to Im(ψ*ψ′).

First, absorption. A field A e^(−κz) meets a wall at z = 0 and returns as rA e^(κz), where r is the reflection amplitude. The flux is

J = κ|A|² Im[(e^(−κz) + r*e^(κz))(−e^(−κz) + r e^(κz))]
= κ|A|² Im(r − r*) = 2κ|A|² Im r.

A single evanescent field carries no power. The overlap of the decaying field and its reflection does.

Second, emission. Consider a transparent wall in which the wave has a real normal wavevector β. An outgoing wave of amplitude a and unit flux, β|a|² = 1, reaches the surface and produces C e^(−κz) in the gap. With ρ the reflection amplitude inside the wall, continuity requires

a(1 + ρ) = C and iβa(1 − ρ) = −κC.

Multiplying the first by iβ and adding gives 2iβa = (iβ − κ)C, so |C|² = 4β/(β² + κ²). Seen from the gap, the same wall obeys 1 + r = t and −κ(1 − r) = iβt, where t is the amplitude passed into it. Hence

r = (κ + iβ)/(κ − iβ), Im r = 2κβ/(β² + κ²),

and so |C|² = 2 Im r/κ.

An absorbing wall obeys the same relation. To see this, place it opposite a transparent wall at equal temperature. The amplitude A arriving at the receiving wall satisfies

A = C e^(−κd) + r₁r₂e^(−2κd)A,

because it consists of the direct field and the field that has made one more round trip. The gap factor is therefore the same in both directions. Detailed balance in each channel requires |C₁|² Im r₂ = |C₂|² Im r₁. With |C₂|² = 2 Im r₂/κ this gives |C₁|² = 2 Im r₁/κ.

Third, combine the two for equal walls: τ = 2κ Im r |A|², or

τ = 4(Im r)² e^(−2κd)/|1 − r²e^(−2κd)|².

For the other polarization ψ is the magnetic field, and ψ′/ε replaces ψ′ in the continuity condition and the flux, where ε is the relative permittivity. In the gap ε = 1, so τ has the same form with a different r. For propagating waves, the absorbed and emitted fractions are both 1 − |r|², and the same round-trip argument gives

τ = (1 − |r|²)²/|1 − r²e^(2ik_zd)|²,

with k_z the normal wavevector in the gap. The denominator is at least (1 − |r|²)², so τ ≤ 1. Propagating waves between equal flat walls cannot exceed the black value at any gap. An excess must come from evanescent fields.

**The small-gap limit**

When d is far below the thermal length, the important wavevectors, Q ~ 1/d, greatly exceed ω/c. Then κ ≈ Q, and the decay constant inside the wall, κ₁ = √(Q² − εω²/c²), also approaches Q. Replacing iβ by −κ₁ in r gives (κ − κ₁)/(κ + κ₁), which tends to zero. For the magnetic polarization, iβ becomes −κ₁/ε, and

r = (κ − κ₁/ε)/(κ + κ₁/ε) → (ε − 1)/(ε + 1).

This does not vanish and no longer depends on Q. With x = Qd,

h_near = (1/4π²d²) ∫₀^∞ dω (∂Θ/∂T) F(ω),

F = 4(Im r)² ∫₀^∞ x e^(−2x) dx/|1 − r²e^(−2x)|².

To evaluate F, set z = r²e^(−2x). Since z/(1 − z) = (z − |z|²)/|1 − z|², its imaginary part is Im(r²) e^(−2x)/|1 − z|². This leaves the integral of x z/(1 − z). Because dz/dx = −2z, the derivative of ln(1 − z) is 2z/(1 − z). Integration by parts gives

∫₀^∞ x z/(1 − z) dx = −½ ∫₀^∞ ln(1 − z) dx,

the boundary terms being zero. The dilogarithm Li₂ is defined by Li₂(0) = 0 and dLi₂/dz = −ln(1 − z)/z, so dLi₂(z)/dx = 2 ln(1 − z). The right-hand side is therefore Li₂(r²)/4. Using Im(r²) = 2 Re r Im r,

F = Im r · Im Li₂(r²)/(2 Re r).

F contains no d. In this local model the conductance thus grows as 1/d² and the conductivity k_near = h_near d as 1/d, opposite to the far-field trend. Narrowing the gap admits larger Q, and the number of channels per area grows as the square of the largest Q.

**Numbers for the pore**

For the walls, take rough values typical of a silicate glass: a high-frequency permittivity of 2.1, plus oscillators at 455 and 1070 cm⁻¹ with strengths 0.9 and 0.7 and dampings 40 and 70 cm⁻¹. The full integral over both polarizations gives h = 6.5 × 10⁵ W/(m² K) at 2 nm, and the dilogarithm formula gives the same value to the four digits printed. Doubling the number of integration points in both variables shifts the full result by a relative 1.2 × 10⁻⁷. That measures numerical error, not the quality of the model. The conductivity is

k_near = 6.5 × 10⁵ × 2 × 10⁻⁹ = 1.3 × 10⁻³ W/(m K),

about 10⁵ times the far-field estimate. At 4 nm it falls to 6.5 × 10⁻⁴ W/(m K), as the 1/d law requires.

The size of this factor can be traced. Writing both conductances in the variable y = ħω/k_BT gives

h_near/h_far = [ħc/(k_BTd)]² · ∫ g F dy / ∫ g y² dy,

with g = y²eʸ/(eʸ − 1)². The first factor is (7.63 μm/2 nm)² ≈ 1.5 × 10⁷. The last integral is 4π⁴/15 ≈ 26, by parts from the Planck integral. A ratio of 1.05 × 10⁵ then requires ∫ g F dy ≈ 0.19. Since ∫ g dy = π²/3 ≈ 3.3, the thermal average of F is only about 0.06. The gap opens a very large number of channels, and these walls use them weakly on average. The average hides a strong contrast between frequencies. Over most of the thermal spectrum |r| < 1 and absorption is weak, so F is of order (Im r)² and very small. In narrow bands where the real part of ε is negative, |r| exceeds 1. There the field couples resonantly to vibrations at the wall surface (surface phonon polaritons). For weak damping the resonance lies where the real part of ε is −1. In the upper band |r| peaks at about 2.3 where the real part is about −0.9. In the more strongly damped lower band it peaks at only about 1.35, where the real part is about −0.7. The two bands carry nearly equal shares of the flux. These bands hold only about 8% of the thermal weight ∫ g dy but carry nearly 80% of the flux.

The propagating waves alone contribute 5.2 W/(m² K) at 2 nm, about 85% of the black value. So the far-field estimate is roughly right about the waves it counts. It fails because it omits the evanescent fields of the magnetic polarization, which carry more than 99.99% of the flux in this model.

The gap width at which the simple formula becomes reasonable can be read from the ratio h/(4σT³) for the same walls at 300 K:

10 nm: 4.2 × 10³
100 nm: 45
1 μm: 2.1
10 μm: 0.76
100 μm: 0.72

At the widest gaps the ratio is below one because the walls reflect part of the radiation. For this glass, then, 4σT³ is good to within a factor of about two from 1 μm upwards.

The excess depends on the material as well as on the gap. Walls with ε = 1 + 0.001i, which hardly reflect, give a ratio of 1.000 at 1 μm, although that gap is also below the thermal length. For such walls |r| in the small-gap limit is only about 0.0005, and F is correspondingly small. Even so, the growth of the evanescent part as 1/d² raises the ratio to about 1.5 at 2 nm. The far-field result is therefore not a universal value to which a near-field factor can be attached without naming the wall.

**Gas in an open pore**

If the pore is open to nitrogen at 1 atm, molecules also carry heat. With a rough collision diameter of 0.37 nm the mean free path is 67 nm, so molecules mostly fly from wall to wall. Let m be the molecular mass, p the pressure and n = p/(k_BT) the number density. The Maxwell distribution gives the rate of arrival per unit area

J = n√(k_BT/2πm) = p/√(2πmk_BT).

Fast molecules arrive more often. Weighted by the normal velocity v, the mean of v² is 2k_BT/m, so the normal motion brings k_BT. The two lateral motions bring k_BT/2 each and the rotation of a diatomic molecule brings k_BT, making 3k_BT in all. In the steady state equal numbers cross each way. If each molecule leaves with the temperature of the wall it last touched, then q = 3k_BJΔT and

h_gas = 3k_Bp/√(2πmk_BT) = 1.2 × 10⁵ W/(m² K).

This gives k_gas = 2.4 × 10⁻⁴ W/(m K) at 2 nm. It exceeds the far-field radiative value by a factor of about 2 × 10⁴ but lies below the near-field model value. The molecules are treated as points, which is crude when their diameter is almost a fifth of the pore. Adsorption on the walls is ignored, and in an evacuated pore this term is absent.

**Comparison with a real film**

Pores of about 2 nm and a film conductivity of a few tenths of a W/(m K) are typical, roughly, of porous organosilicate dielectrics. Relative to 0.3 W/(m K), the three pore conductivities are

far-field radiation: 4 × 10⁻⁸
near-field model: 4 × 10⁻³
nitrogen at 1 atm: 8 × 10⁻⁴

The assumption that a real pore breaks most severely is that of far-field exchange, and in this model correcting it moves the radiative number by five orders of magnitude. The corrected number is itself an order-of-magnitude estimate. Real pore walls are curved, contain organic groups that the glass model lacks, and lie only about a dozen bond lengths apart. At such distances a permittivity independent of Q is doubtful, and the model does not correct for this. Vibrations can also pass directly between atoms on opposite walls, but a rough estimate with van der Waals forces between flat elastic walls gives less than 1 W/(m² K) at 2 nm, which is negligible beside the near-field value. The model also takes each wall as infinitely deep, whereas the solid between neighbouring pores may be only a few nanometres thick. In the same flat model, an isolated pair of walls 2 nm thick, with vacuum behind them, exchanges about 15% less heat than thick walls, and a pair 1 nm thick about 37% less. In an endless stack of such walls and 2 nm gaps, with equal temperature steps from wall to wall, heat also passes between more distant walls. In the small-gap limit, which keeps only the evanescent fields, the flux per step is then about 30% above the thick-wall value for 2 nm walls and about 6% above it for 1 nm walls. Including all waves but only walls within about 1 μm of each other gives nearly the same figures. Weakly absorbed propagating waves link walls much farther apart and raise both figures to about 60% in a truly endless stack, but that part needs a stack far thicker than 1 μm. The near-field value would have to be too low by a factor of about 230 before the pore conducted as well as the film. The resulting change in film conductivity would also depend on the volume fraction and arrangement of the pores.

Within these limits, radiation across a 2 nm pore is a minor path for heat at 300 K. The far-field formula alone would reach the film conductivity only at

d = 0.3/6.124 m ≈ 49 mm,

a size that belongs to vacuum gaps between large bodies, not to a thin film. For the pore, 1.2 × 10⁻⁸ W/(m K) is the formal black-wall baseline. It is not an upper bound, since evanescent fields can exceed it, and for the glass model they do so by five orders of magnitude. The main values are listed in the numerical output.

Computed results

```
temperature T = 300 K
pore size d = 2.0 nm
Stefan-Boltzmann constant = 5.6704e-08 W/(m^2 K^4)
far-field h = 4 sigma T^3 = 6.124 W/(m^2 K)
h from Planck integral = 6.124 W/(m^2 K)
far-field k = 1.225e-08 W/(m K)
far-field k at 400 K = 2.903e-08 W/(m K)
temperature drop for linearity check = 10 K
relative linearization error = 2.78e-04
spherical pore k (far-field) = 6.124e-09 W/(m K)
thermal length hbar c/(kB T) = 7.63 um
d / thermal length = 2.62e-04
wall model eps_inf = 2.1
oscillator: 455 cm^-1, strength 0.9, damping 40 cm^-1
oscillator: 1070 cm^-1, strength 0.7, damping 70 cm^-1
nearly black walls, 1 um gap: h/h_far = 1.0000
near-field model h at d = 6.459e+05 W/(m^2 K)
dilogarithm formula h at d = 6.459e+05 W/(m^2 K)
relative shift on doubling mesh = 1.2e-07
propagating part of h = 5.19 W/(m^2 K)
evanescent s part of h = 6.26 W/(m^2 K)
evanescent p share of h = 0.999982
near-field model k at d = 1.29e-03 W/(m K)
near-field model k at 2d = 6.46e-04 W/(m K)
gap 2 nm: model h / (4 sigma T^3) = 1.05e+05
gap 10 nm: model h / (4 sigma T^3) = 4.22e+03
gap 100 nm: model h / (4 sigma T^3) = 45
gap 1000 nm: model h / (4 sigma T^3) = 2.14
gap 10000 nm: model h / (4 sigma T^3) = 0.76
gap 100000 nm: model h / (4 sigma T^3) = 0.721
nitrogen pressure = 101325 Pa
rough collision diameter = 0.37 nm
nitrogen mean free path = 67 nm
nitrogen h in pore = 1.206e+05 W/(m^2 K)
nitrogen k in pore = 2.41e-04 W/(m K)
rough film conductivity = 0.3 W/(m K)
far-field k / film k = 4.1e-08
near-field k / film k = 4.3e-03
nitrogen k / film k = 8.0e-04
size where far-field k = film k: 49 mm
```
